\section*{Twofold bands from PT, and k-point reduction for spin-orbit ferromagnets}

\section{Question}

I am adding spin-orbit coupling to a band code and testing its symmetry reduction on a lattice model: a square bilayer with one orbital per layer, the atoms of the two layers directly above one another. Let $\tau$ be Pauli matrices for the layer and $\sigma$ for spin. With lattice constant 1, my Bloch Hamiltonian is
\begin{equation}
H(\mathbf k)=\varepsilon+w\,\tau_x+\alpha\,\tau_z\,\mathbf g\cdot\boldsymbol\sigma+\mathbf h\cdot\boldsymbol\sigma ,
\label{eq:H}
\end{equation}
\begin{align}
\varepsilon&=-2t(\cos k_x+\cos k_y), & w&=w_0+w_1(\cos k_x+\cos k_y),\nonumber\\
\mathbf g&=(\sin k_y,\,-\sin k_x,\,0). &&\nonumber
\end{align}
The vector $\mathbf h$ is a uniform exchange field along the magnetization axis.

For $\mathbf h=0$ every level I compute comes twice, at every $\mathbf k$, although spin is not conserved. I am told that inversion $P$ and time reversal $T$ are responsible, but each of them sends $\mathbf k$ to $-\mathbf k$, so I do not see why they say anything about a single $\mathbf k$.

For $\mathbf h\neq0$ time reversal is gone. Must I then give up the equivalence of $\mathbf k$ and $-\mathbf k$? And which of the eight operations of the square may I still use to reduce my mesh? Without spin-orbit coupling all eight worked.

\section{Answer}

\subsection{Why the levels pair at a single k}

A Bloch state obeys $\psi(\mathbf r+\mathbf L)=e^{i\mathbf k\cdot\mathbf L}\psi(\mathbf r)$ for every lattice vector $\mathbf L$. Inversion about the origin, $(P\psi)(\mathbf r)=\psi(-\mathbf r)$, reverses $\mathbf k$. Time reversal is $T=i\sigma_yK$, where $K$ is complex conjugation; it conjugates the phase and also reverses $\mathbf k$. The product $\Theta=PT$ reverses $\mathbf k$ twice, so it acts within the states of one $\mathbf k$.

Since $i\sigma_y$ is real, $T^2=(i\sigma_y)^2=-1$. Inversion does not act on spin, commutes with $T$, and has $P^2=1$. Therefore
\begin{equation}
\Theta^2=P^2T^2=-1 .
\end{equation}
An antiunitary operator satisfies $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$. Put $a=\psi$ and $b=\Theta\psi$:
\begin{equation}
\langle\Theta\psi|\Theta^2\psi\rangle=\langle\Theta\psi|\psi\rangle
\quad\Rightarrow\quad
-\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\psi\rangle
\quad\Rightarrow\quad
\langle\Theta\psi|\psi\rangle=0 .
\end{equation}
If $\Theta$ commutes with the Hamiltonian and $H\psi=E\psi$, then $H\Theta\psi=\Theta E\psi=E\,\Theta\psi$, because $E$ is real. So $\Theta\psi$ is a second, orthogonal state with the same energy and the same $\mathbf k$.

The degeneracy is in fact even. Let $\phi$ be another state of this level, orthogonal to $\psi$ and $\Theta\psi$. Then
\begin{align}
\langle\Theta\psi|\Theta\phi\rangle&=\langle\phi|\psi\rangle=0,\\
\langle\psi|\Theta\phi\rangle&=-\langle\Theta(\Theta\psi)|\Theta\phi\rangle=-\langle\phi|\Theta\psi\rangle=0 .
\end{align}
Thus $\Theta\phi$ is also orthogonal to the first pair, and pairs can be removed until the level is exhausted.

The argument needs $\Theta$ to be a symmetry, not $P$ and $T$ separately. With $T$ alone it works where $-\mathbf k$ and $\mathbf k$ differ by a reciprocal lattice vector. Elsewhere $T$ relates two different wave vectors.

\subsection{The same result in your model}

Inversion exchanges the layers, so its matrix is $\tau_x$; there is no extra phase because both atoms have the same in-plane position. It changes $\tau_z$ to $-\tau_z$. Time reversal changes $\boldsymbol\sigma$ to $-\boldsymbol\sigma$ and leaves the real matrices $\tau_x,\tau_z$ alone. For $\mathbf h=0$ either one changes the sign of the spin-orbit term, which is what $\mathbf g(-\mathbf k)=-\mathbf g(\mathbf k)$ requires. Both are symmetries.

Write $A=H-\varepsilon=w\tau_x+\alpha\tau_z\,\mathbf g\cdot\boldsymbol\sigma$. Since $\tau_x\tau_z=-\tau_z\tau_x$, the cross terms in $A^2$ cancel, and $(\mathbf g\cdot\boldsymbol\sigma)^2=g^2$ gives $A^2=w^2+\alpha^2g^2$. The trace of $A$ is zero, so the two signs of the root occur equally often:
\begin{equation}
E=\varepsilon\pm\sqrt{w^2+\alpha^2g^2},\qquad\text{each twice.}
\label{eq:nm}
\end{equation}

For numbers, take $t=0.2$, $w_0=1.2$, $w_1=0.1$ and $\alpha=0.3$ eV, at $\mathbf k=(\pi/6,\pi/3)$. Then $\varepsilon=-0.5464$ eV, $w=1.3366$ eV, $\mathbf g=(0.8660,-0.5000,0)$ and $g^2=1$. The root is $\sqrt{1.78651+0.09000}=1.36986$ eV, which with $\varepsilon=-0.54641$ eV gives the pairs $-1.91627$ and $0.82345$ eV.

To see what inversion contributes, break it with a potential difference between the layers, $u\tau_z$. Now $A=w\tau_x+\tau_z(u+\alpha\,\mathbf g\cdot\boldsymbol\sigma)$. The operator $\mathbf g\cdot\boldsymbol\sigma$ commutes with $A$ and has eigenvalues $\pm|\mathbf g|$, which leaves a two-by-two layer problem for each sign:
\begin{equation}
E=\varepsilon\pm\sqrt{w^2+(u\pm'\alpha|\mathbf g|)^2},
\end{equation}
with independent signs. The two values of $(u\pm'\alpha|\mathbf g|)^2$ differ by $4u\alpha|\mathbf g|$. For nonzero $u$ and $\alpha$ the pairs therefore survive just where $\sin k_x=\sin k_y=0$, the four momenta equivalent to their negatives. With $u=0.3$ eV the lower pair at the sample point splits into $-2.0115$ and $-1.8830$ eV. The levels at $-\mathbf k$ are the same, as $T$ demands.

\subsection{What a ferromagnet keeps}

Let $R$ be a $3\times3$ orthogonal matrix describing a point operation of the nonmagnetic crystal. Spin-orbit coupling ties spin to space, so $R$ must act on both. Inversion leaves spin alone, and a proper rotation rotates it; since $\det(R)R$ is the proper part of $R$,
\begin{equation}
\mathbf M\;\longrightarrow\;\det(R)\,R\,\mathbf M .
\end{equation}
This is the rule for an axial vector. I assume that the exchange field has one direction throughout the cell and that its magnitude has the full symmetry of the nonmagnetic crystal. In a noncollinear magnet the whole field, not just the total $\mathbf M$, has to be mapped onto itself or, if the operation is combined with $T$, onto its negative.

There are two ways for an operation to survive:
\begin{align}
\det(R)R\mathbf M&=\mathbf M &&\Rightarrow& E(R\mathbf k)&=E(\mathbf k),\label{eq:u}\\
\det(R)R\mathbf M&=-\mathbf M &&\Rightarrow& E(-R\mathbf k)&=E(\mathbf k).\label{eq:a}
\end{align}
In the first case $R$ itself is a symmetry, and it carries $\mathbf k$ to $R\mathbf k$. In the second, $T$ reverses the magnetization back, so $TR$ is a symmetry, and $T$ adds a minus sign to the wave vector. Here $E(\mathbf k)$ stands for the whole set of levels.

For inversion, $\det(P)P\mathbf M=(-1)(-1)\mathbf M=\mathbf M$. So you keep $\mathbf k\to-\mathbf k$ in a centrosymmetric ferromagnet: $P$ supplies it after $T$ has gone. What you lose is $PT$, and with it the guaranteed pairing.

When $P$ is present, the minus sign in (\ref{eq:a}) can be undone. The guaranteed reductions are then all $R$ with
\begin{equation}
\det(R)\,R\,\mathbf M=\pm\mathbf M ,
\label{eq:axis}
\end{equation}
that is, all operations that preserve the axis of $\mathbf M$. In a cubic crystal with all 48 operations, their number is 48 divided by the number of equivalent axes: 16 for $\mathbf M$ along a cube edge (3 axes), 12 along a body diagonal (4 axes), and 8 along a face diagonal (6 axes).

For your bilayer, write $R$ as a planar operation $q$ together with a sign $s=\pm1$ for $z$. Then $\det R=s\det q$, and
\begin{equation}
\mathbf M_\parallel\to s\det(q)\,q\,\mathbf M_\parallel,\qquad
M_z\to s^2\det(q)M_z=\det(q)M_z .
\end{equation}
If $q\mathbf M_\parallel=\pm\mathbf M_\parallel$, the free sign $s$ can be chosen so that both parts change by the same factor, and (\ref{eq:axis}) holds. If $q$ does not preserve the axis of $\mathbf M_\parallel$, no $s$ helps. Hence the planar reductions are the $q$ that preserve the axis of the in-plane magnetization. If $\mathbf M$ is along $z$, all eight remain.

\subsection{Checking the rule against the spectrum}

With exchange and no bias, $A=w\tau_x+\alpha\tau_z\,\mathbf g\cdot\boldsymbol\sigma+\mathbf h\cdot\boldsymbol\sigma$. In $A^2$ the first two terms have no cross term, as before. The other cross terms are
\begin{align}
\{w\tau_x,\mathbf h\cdot\boldsymbol\sigma\}&=2w\tau_x\,\mathbf h\cdot\boldsymbol\sigma,\\
\{\alpha\tau_z\,\mathbf g\cdot\boldsymbol\sigma,\mathbf h\cdot\boldsymbol\sigma\}&=2\alpha(\mathbf g\cdot\mathbf h)\tau_z ,
\end{align}
where braces denote the anticommutator and $\{\mathbf g\cdot\boldsymbol\sigma,\mathbf h\cdot\boldsymbol\sigma\}=2\mathbf g\cdot\mathbf h$. So
\begin{equation}
A^2=S+2B,\quad S=w^2+\alpha^2g^2+h^2,\quad
B=w\tau_x\,\mathbf h\cdot\boldsymbol\sigma+\alpha(\mathbf g\cdot\mathbf h)\tau_z .
\end{equation}
The two terms of $B$ anticommute, which gives
\begin{equation}
B^2=Q^2,\qquad Q=\sqrt{w^2h^2+\alpha^2(\mathbf g\cdot\mathbf h)^2}.
\end{equation}
Since $B$ is traceless, its eigenvalues $\pm Q$ occur twice each. $A$ commutes with $B=(A^2-S)/2$, so it acts within each of these two-dimensional spaces. Its trace there is $\mathrm{Tr}[A(1\pm B/Q)]/2$. This vanishes: $\mathrm{Tr}A=0$, and the six products in $AB$ are proportional to $\mathbf h\cdot\boldsymbol\sigma$, $\tau_y$, $\tau_y(\mathbf g\cdot\boldsymbol\sigma)(\mathbf h\cdot\boldsymbol\sigma)$, $\mathbf g\cdot\boldsymbol\sigma$, $\tau_x$ and $\tau_z\,\mathbf h\cdot\boldsymbol\sigma$, each of which is traceless. Each space therefore holds both signs of the root:
\begin{equation}
E=\varepsilon\pm\sqrt{S\pm'2Q}.
\label{eq:fm}
\end{equation}

All four levels are distinct if $0<h<|w|$. Indeed $Q>0$ separates the two roots. With $r=\sqrt{w^2+\alpha^2g^2}$, the inequality $(\mathbf g\cdot\mathbf h)^2\le g^2h^2$ gives $Q\le hr$, so that $S-2Q\ge(r-h)^2>0$. For $h\ge|w|$ the two middle levels can meet: $S=2Q$ requires $r=h$ together with $Q=hr$, that is, for $\alpha\neq0$, $\mathbf g$ zero or along the axis of $\mathbf h$. Such crossings are confined to special momenta and are not required by $PT$.

Take $h=0.3$ eV along $x$. At the sample point $\alpha\,\mathbf g\cdot\mathbf h=0.3\times0.8660\times0.3=0.0779$ eV$^2$, and
\begin{align}
S&=1.7865+0.0900+0.0900=1.9665\ \text{eV}^2,\\
Q&=\sqrt{0.1608+0.0061}=0.4085\ \text{eV}^2 .
\end{align}
The roots are 1.6684 and 1.0722 eV. Adding them to and subtracting them from $\varepsilon$ gives $-2.2148$, $-1.6186$, $0.5258$ and $1.1220$ eV. The spectrum at $-\mathbf k$ is identical.

The direction of $\mathbf h$ enters (\ref{eq:fm}) through
\begin{equation}
(\mathbf g\cdot\mathbf h)^2=(h_x\sin k_y-h_y\sin k_x)^2 .
\end{equation}
This is unchanged by $\mathbf k\to-\mathbf k$. For $\mathbf h$ along $x$ it is $h^2\sin^2k_y$, so both reflections survive while the exchange of $k_x$ and $k_y$ does not. For $\mathbf h$ along $z$ it vanishes. For $\alpha=0$ the direction drops out and all eight operations return, which is what you saw before adding spin-orbit coupling.

\subsection{If inversion is missing too}

Without $P$, (\ref{eq:u}) and (\ref{eq:a}) must be used separately. Consider the biased bilayer with $\mathbf M$ along $x$. The crystal operations now leave $z$ alone, and four of them preserve the $x$ axis:
\begin{itemize}
\item The identity keeps $\mathbf M$ and $\mathbf k$.
\item The mirror $x\to-x$ keeps $\mathbf M$ and gives $(-k_x,k_y)$.
\item The half turn about $z$ reverses $\mathbf M$. Combined with $T$, it gives $(k_x,k_y)$ again.
\item The mirror $y\to-y$ reverses $\mathbf M$. Combined with $T$, it gives $-(k_x,-k_y)=(-k_x,k_y)$.
\end{itemize}
Just two planar operations remain, and $\mathbf k\to-\mathbf k$ is not one of them.

The spectrum shows the loss through $\mathrm{Tr}A^3$. With $X=u+\alpha\,\mathbf g\cdot\boldsymbol\sigma$, we have $A=w\tau_x+\tau_zX+\mathbf h\cdot\boldsymbol\sigma$ and
\begin{equation}
A^2=w^2+X^2+h^2+2w\tau_x\,\mathbf h\cdot\boldsymbol\sigma+\tau_z(2u\,\mathbf h\cdot\boldsymbol\sigma+2\alpha\,\mathbf g\cdot\mathbf h).
\end{equation}
In the trace of $A\,A^2$ two products survive. The term $\tau_zX$ with the last term of $A^2$ gives $4(2u\alpha+2u\alpha)\,\mathbf g\cdot\mathbf h$. The term $\mathbf h\cdot\boldsymbol\sigma$ with the part $2u\alpha\,\mathbf g\cdot\boldsymbol\sigma$ of $X^2$ gives $8u\alpha\,\mathbf g\cdot\mathbf h$. Hence
\begin{equation}
\sum_{n=1}^4(E_n-\varepsilon)^3=24\,u\alpha\,\mathbf g\cdot\mathbf h .
\end{equation}
The right side is odd in $\mathbf k$, so the spectra at $\mathbf k$ and $-\mathbf k$ differ wherever it is nonzero. With $u=0.3$ eV, the lowest level at the sample point is $-2.1920$ eV, but at $-\mathbf k$ it is $-2.3033$ eV.

For $\mathbf M$ along $z$ the half turn about $z$ preserves $\mathbf M$ and reverses a planar $\mathbf k$, so the reduction survives even with bias. In a three-dimensional crystal this half turn would leave $k_z$ unchanged.

Without spin-orbit coupling, a collinear magnet without orbital magnetic fields has a real Hamiltonian for each spin channel. Complex conjugation alone then gives $E(\mathbf k)=E(-\mathbf k)$, with or without inversion.

The table gives the number of planar operations and of irreducible points on a $12\times12$ mesh, $k_{x,y}=\pi j/12$ with $j=-11,-9,\ldots,11$.

\begin{center}
\begin{tabular}{lcccc}
 & \multicolumn{2}{c}{with inversion} & \multicolumn{2}{c}{with bias}\\
$\mathbf h$ along & operations & points & operations & points\\
$(0,0,1)$ & 8 & 21 & 8 & 21\\
$(1,0,0)$ & 4 & 36 & 2 & 72\\
$(1,1,0)$ & 4 & 42 & 2 & 78\\
$(2,1,0)$ & 2 & 72 & 1 & 144\\
$(1,0,1)$ & 4 & 36 & 2 & 72\\
$(2,1,3)$ & 2 & 72 & 1 & 144
\end{tabular}
\end{center}

The numerical check finds these operations by comparing diagonalized spectra, and they agree with the group rule in every row.

\subsection{Twofold bands do not imply equal energies at k and \texorpdfstring{$-$}{-}k}

Replace the uniform exchange by opposite fields in the two layers, $m\tau_z\,\mathbf n\cdot\boldsymbol\sigma$ with $|\mathbf n|=1$, and remove the bias. Inversion changes the sign of $\tau_z$ and time reversal that of $\boldsymbol\sigma$. Each is broken, but $PT$ is intact. The new term merely replaces $\alpha\mathbf g$ by $\alpha\mathbf g+m\mathbf n$ in the derivation of (\ref{eq:nm}):
\begin{equation}
E=\varepsilon\pm\sqrt{w^2+|\alpha\mathbf g+m\mathbf n|^2},\qquad\text{each twice.}
\end{equation}
The square contains $2\alpha m\,\mathbf g\cdot\mathbf n$, which is odd in $\mathbf k$. For $m=0.3$ eV and $\mathbf n$ along $x$, the lower pair lies at $-2.0033$ eV at the sample point and at $-1.8920$ eV at $-\mathbf k$. With $\mathbf n$ along $x$, this layer antiferromagnet has the pairing without the reduction; your ferromagnet has the reduction without the pairing. For $\mathbf n$ along $z$, $\mathbf g\cdot\mathbf n=0$ and the antiferromagnet has both.

\subsection{Using the rule on a mesh}

Apply the surviving operations to each mesh point, keep one representative of each orbit, and weight it by the number of points in the orbit. For a scalar sum this reproduces the full mesh, provided the mesh itself is invariant. Contributions to a vector, a tensor or a function of position must also be transformed and averaged over the operations. This includes the charge density as well as the spin density.

With two electrons per cell and $\mathbf h$ along $x$, the model is insulating on this mesh, with a gap of 0.267 eV. The band energy is then the mesh average of the sum of the two lower levels. The full mesh and the correct 36 points both give $-2.476244$ eV per cell.

If you keep all eight operations, you have 21 points and the result depends on which you choose. Relative to the full sum on the same mesh, representatives with $|k_x|\ge|k_y|$ give an error of $+0.199$ meV per cell, and those with $|k_y|\ge|k_x|$ give $-0.199$ meV. The errors are opposite because the four surviving operations connect all wedges of the same type, and the two types together cover the full mesh with equal weight, so the mean of the two wedge results is the full sum.

A correct total energy does not prove that a reduction is valid. Set $w_1=0$, so that $w$ is constant. The two lower levels add up to
\begin{equation}
2\varepsilon-\sqrt{S+2Q}-\sqrt{S-2Q}.
\end{equation}
The first term is the same in both wedges. The roots depend on $\mathbf k$ only through $\sin^2k_x+\sin^2k_y$ and $\sin^2k_y$. For positive components, the map $(k_x,k_y)\to(\pi-k_y,\pi-k_x)$ takes the wedge $k_x\ge k_y$ onto itself and exchanges the two squared sines. Exchanging $k_x$ and $k_y$ makes the same replacement but leads to the other wedge. Both wedges thus give the same energy; their errors are equal as well as opposite, hence zero. The check confirms this to rounding error, while the individual levels still violate the eightfold symmetry. So test your code by comparing levels at $\mathbf k$ and at its image, at several randomly chosen points. A single point can mislead: at $(\pi/3,2\pi/3)$ the two squared sines are equal, so exchanging $k_x$ and $k_y$ leaves the levels unchanged, although only the identity of the square fixes this point.

The same rule applies to a relativistic pseudopotential. Its spin-orbit part, built from $\mathbf L\cdot\mathbf S$ on each atom, is unchanged by joint rotations of space and spin, by inversion of the crystal, and by time reversal, which reverses both $\mathbf L$ and $\mathbf S$. If the self-consistent density or the relaxed atomic positions have lower symmetry than the starting crystal, begin with that smaller set of operations.

\section*{Values computed for the example and the checks}
\begin{verbatim}
In-plane hopping t [eV]: 0.20
Interlayer hopping w0, w1 [eV]: 1.20 0.10
Spin-orbit strength alpha [eV]: 0.30
Exchange strength |h|, also staggered m [eV]: 0.30
Layer bias u [eV]: 0.30
Sample k [1/a]: 0.52360 1.04720
Random PT models, largest pair splitting [eV]: 6.2e-15
Sample eps(k), w(k) [eV]: -0.54641 1.33660
Sample g_x, g_y [1]: 0.86603 -0.50000
Sample S, Q for h along x [eV^2]: 1.96651 0.40849
Nonmagnetic, k [eV]: -1.91627 -1.91627 0.82345 0.82345
Nonmagnetic, -k [eV]: -1.91627 -1.91627 0.82345 0.82345
Biased nonmagnetic, k [eV]: -2.01151 -1.88301 0.79019 0.91869
Biased nonmagnetic, -k [eV]: -2.01151 -1.88301 0.79019 0.91869
Ferromagnet h along x, k [eV]: -2.21479 -1.61857 0.52575 1.12197
Ferromagnet h along x, -k [eV]: -2.21479 -1.61857 0.52575 1.12197
Biased ferromagnet h along x, k [eV]: -2.19200 -1.70325 0.49918 1.21043
Biased ferromagnet h along x, -k [eV]: -2.30325 -1.59200 0.61043 1.09918
Layer antiferromagnet m along x, k [eV]: -2.00325 -2.00325 0.91043 0.91043
Layer antiferromagnet m along x, -k [eV]: -1.89200 -1.89200 0.79918 0.79918
Biased nonmagnetic, k=(0,pi) [eV]: -1.23693 -1.23693 1.23693 1.23693
Full mesh [points]: 144
Columns: operations, k points; then the same with layer bias
h along (0, 0, 1) [counts]: 8 21 8 21
h along (1, 0, 0) [counts]: 4 36 2 72
h along (1, 1, 0) [counts]: 4 42 2 78
h along (2, 1, 0) [counts]: 2 72 1 144
h along (1, 0, 1) [counts]: 4 36 2 72
h along (2, 1, 3) [counts]: 2 72 1 144
Without spin-orbit coupling, any h [operations]: 8
Ferromagnet, smallest level spacing on mesh [eV]: 0.57802
Ferromagnet, insulating gap on mesh [eV]: 0.26665
Band energy per cell, full mesh [eV]: -2.476244
Band energy per cell, correct reduction [eV]: -2.476244
Wrong eightfold wedge [points]: 21
Error, wedge |kx| >= |ky| [meV]: 0.1987
Error, wedge |ky| >= |kx| [meV]: -0.1987
Size of wedge error for w1 = 0 [meV]: 4.0e-12
\end{verbatim}
